**Normal-incidence Schur complement and the tilted optic axis**

At normal incidence a layered anisotropic medium acts through $\varepsilon_{\rm eff}=\varepsilon_{tt}-\varepsilon_{tz}\varepsilon_{zt}/\varepsilon_{zz}$, where $t$ denotes the in-plane components and $z$ the film normal. For a uniaxial film with principal permittivities $\varepsilon_o,\varepsilon_e$ and axis tilt $\beta$ out of the plane, the apparent extraordinary permittivity obeys $1/\varepsilon'=\cos^2\beta/\varepsilon_e+\sin^2\beta/\varepsilon_o$. The program asserts the general formula for random complex tensors and two-layer stacks, using wave equations and six-component Maxwell modes that do not eliminate $E_z$ by hand. It also asserts the uniaxial law for both signs of birefringence, the weak-birefringence expansion, and the bounds and a counterexample for biaxial films. In the example, a birefringence of 0.150 tilted by 30° appears as 0.108, and the amplitudes agree with those of an untilted film to about $4\times10^{-15}$ at normal incidence. At 30° incidence the largest amplitude difference is 0.288. The phase between $+30°$ and $-30°$ transmission, combined with the normal-incidence fit, returns the tilt of 30° and $n_e=1.65$. The output also gives the sizes of several neglected effects, including reflections, misalignment, nonuniform tilt and thermal drift.

## Program and output

```python
"""
Result under test: at normal incidence (along z) a layered anisotropic medium
acts only through the Schur complement
    eps_eff = eps_tt - eps_tz eps_zt / eps_zz      (t = x, y),
and a uniaxial film whose optic axis is raised by 'tilt' out of the film plane
looks like an untilted film with a weaker birefringence:
    1/eps_app = cos(tilt)^2/eps_e + sin(tilt)^2/eps_o.
Symbols: n_o, n_e principal indices; eps_o, eps_e their squares; n_app apparent
extraordinary index; q = eps_xz/eps_zz; k0 = 2 pi/wavelength; d thickness.
Fields vary as exp(-i omega t); Gaussian units; lengths in nm.
Reference side: Maxwell modes with all six field components, matched at the
interfaces, without eliminating E_z by hand.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

X_CROSS = np.array([[0, 0, 0], [0, 0, -1], [0, 1, 0]], float)
Z_CROSS = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 0]], float)
TANGENTIAL = [0, 1, 3, 4]          # E_x, E_y, H_x, H_y


def uniaxial(n_o, n_e, tilt, azimuth=0.0):
    """Tensor from explicit rotation of the principal frame (radians)."""
    R = Rotation.from_euler("ZY", [azimuth, -tilt]).as_matrix()
    return R @ np.diag([n_e**2, n_o**2, n_o**2]) @ R.T


def schur(eps):
    return eps[:2, :2] - np.outer(eps[:2, 2], eps[2, :2]) / eps[2, 2]


def bulk_n2(eps):
    """Squared indices along z from the 3-component wave equation."""
    w = np.linalg.eigvals(np.linalg.solve(eps, np.diag([1.0, 1.0, 0.0])))
    w = w[np.argsort(-np.abs(w))][:2]
    return np.sort(1 / w)


def modes(eps, kx):
    """Four modes (kz in units of k0, six-component fields)."""
    A = np.block([[kx * X_CROSS, -np.eye(3)], [eps, kx * X_CROSS]])
    B = np.block([[Z_CROSS, np.zeros((3, 3))], [np.zeros((3, 3)), Z_CROSS]])
    w, v = np.linalg.eig(-np.linalg.solve(A, B))
    keep = np.argsort(-np.abs(w))[:4]
    return 1 / w[keep], v[:, keep]


def outer_waves(n, kx, sign):
    """Tangential fields of p and s waves in an isotropic half-space."""
    kz = np.sqrt(n**2 - kx**2)
    k = np.array([kx, 0, sign * kz])
    columns = []
    for E in (np.array([kz, 0, -sign * kx]) / n, np.array([0, 1.0, 0])):
        columns.append(np.concatenate([E, np.cross(k, E)])[TANGENTIAL])
    return np.array(columns).T


def response(layers, wavelength, angle=0.0, n_sub=1.5):
    """Transmission and reflection matrices (order p, s), air side first."""
    kx, k0 = np.sin(angle), 2 * np.pi / wavelength
    M = np.eye(4, dtype=complex)
    for eps, d in layers:
        kz, v = modes(eps, kx)
        F = v[TANGENTIAL]
        M = F @ np.diag(np.exp(1j * kz * k0 * d)) @ np.linalg.inv(F) @ M
    inc, ref = outer_waves(1.0, kx, 1), outer_waves(1.0, kx, -1)
    out = outer_waves(n_sub, kx, 1)
    sol = np.linalg.solve(np.hstack([out, -M @ ref]), M @ inc)
    return sol[:2], sol[2:]


def gap(a, b):
    return max(np.abs(a[0] - b[0]).max(), np.abs(a[1] - b[1]).max())


def apparent_index(n_o, n_e, tilt):
    return (np.cos(tilt)**2 / n_e**2 + np.sin(tilt)**2 / n_o**2) ** -0.5


# ---------- example inputs (rough values for polymer retarder films) ----------
n_o, n_e, n_glass = 1.50, 1.65, 1.50
tilt, theta = np.radians(30.0), np.radians(30.0)
wavelength, d = 550.0, 1000.0
k0 = 2 * np.pi / wavelength
rng = np.random.default_rng(4)

# ---------- general tensor: only the Schur complement matters ----------
worst_general = 0.0
for _ in range(20):
    pair = []
    for _ in range(2):
        noise = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
        pair.append(3 * np.eye(3) + 0.2 * noise)
    for eps in pair:
        found = bulk_n2(eps)
        derived = np.sort(np.linalg.eigvals(schur(eps)))
        assert np.allclose(found, derived, atol=1e-9)
    replaced = []
    for eps in pair:
        block = np.zeros((3, 3), complex)
        block[:2, :2], block[2, 2] = schur(eps), 7.3
        replaced.append(block)
    full = response([(pair[0], 130.0), (pair[1], 210.0)], wavelength)
    thin = response([(replaced[0], 130.0), (replaced[1], 210.0)], wavelength)
    worst_general = max(worst_general, gap(full, thin))
assert worst_general < 1e-8

# ---------- uniaxial law, both signs of birefringence ----------
for ne_test in (1.65, 1.38):
    last = abs(ne_test - n_o) + 1e-12
    for b in np.radians([0, 10, 25, 40, 60, 80]):
        n2 = bulk_n2(uniaxial(n_o, ne_test, b, 0.4)).real
        expected = np.sort([n_o**2, apparent_index(n_o, ne_test, b)**2])
        assert np.allclose(n2, expected, atol=1e-10)
        extra = n2[1] if ne_test > n_o else n2[0]
        split = np.sqrt(extra) - n_o
        assert split * (ne_test - n_o) > 0 and abs(split) < last
        last = abs(split)

# ---------- weak-birefringence expansion ----------
small = 1e-3
n2 = bulk_n2(uniaxial(n_o, n_o + small, tilt)).real
ratio_small = (np.sqrt(n2[1]) - np.sqrt(n2[0])) / (small * np.cos(tilt)**2)
slope = (ratio_small - 1) / small
assert abs(slope / (-1.5 * np.sin(tilt)**2 / n_o) - 1) < 0.01

# ---------- biaxial films: tilt can strengthen, within a bound ----------
principal = np.array([1.50, 1.55, 1.70])


def biaxial_split(R):
    n2 = bulk_n2(R @ np.diag(principal**2) @ R.T).real
    return np.sqrt(n2[1]) - np.sqrt(n2[0])


biax_flat = biaxial_split(np.eye(3))
biax_tilt = biaxial_split(Rotation.from_euler("x", 40, degrees=True).as_matrix())
assert biax_tilt > biax_flat
for R in Rotation.random(200, random_state=3).as_matrix():
    n2 = bulk_n2(R @ np.diag(principal**2) @ R.T).real
    low, mid, high = principal**2
    assert low - 1e-10 <= n2[0] <= mid + 1e-10
    assert mid - 1e-10 <= n2[1] <= high + 1e-10

# ---------- the example film and its untilted double ----------
eps = uniaxial(n_o, n_e, tilt)
n_app = apparent_index(n_o, n_e, tilt)
q = eps[0, 2] / eps[2, 2]
azimuth = np.radians(25.0)
true_film = [(uniaxial(n_o, n_e, tilt, azimuth), d)]
double = [(uniaxial(n_o, n_app, 0.0, azimuth), d)]
gap_normal = gap(response(true_film, wavelength), response(double, wavelength))
gap_oblique = gap(response(true_film, wavelength, theta),
                  response(double, wavelength, theta))
assert gap_normal < 1e-9 and gap_oblique > 1e-2

kz, fields = modes(eps, 0.0)
pick = np.argmin(np.abs(kz - n_app))
ez_over_ex = (fields[2, pick] / fields[0, pick]).real
assert abs(ez_over_ex + q) < 1e-9

# ---------- other films with the same normal-incidence data ----------
family = []
scaled = 1 / n_o**2 - 1 / n_app**2
for degrees in (0, 15, 30, 45):
    b = np.radians(degrees)
    ne_family = (1 / n_o**2 - scaled / np.cos(b)**2) ** -0.5
    member = [(uniaxial(n_o, ne_family, b, azimuth), d)]
    assert gap(response(member, wavelength), response(double, wavelength)) < 1e-9
    family.append((degrees, ne_family))


# ---------- blind fit, then recovery of the tilt ----------
def retardance(layers, lam=wavelength, angle=0.0):
    t, _ = response(layers, lam, angle, n_glass)
    return np.angle(t[0, 0] / t[1, 1]) * lam / (2 * np.pi)


film = [(eps, d)]
flat = [(uniaxial(n_o, n_app, 0.0), d)]
ret_normal = retardance(film)
n_fit = brentq(lambda n: retardance([(uniaxial(n_o, n, 0.0), d)]) - ret_normal,
               1.52, 1.65, xtol=1e-13)
assert abs(n_fit - n_app) < 1e-8

t_plus, _ = response(film, wavelength, theta, n_glass)
t_minus, _ = response(film, wavelength, -theta, n_glass)
t_ratio = t_plus[0, 0] / t_minus[0, 0]
phase_formula = -2 * k0 * d * q * np.sin(theta)
assert abs(t_ratio - np.exp(1j * phase_formula)) < 1e-9
assert abs(t_plus[1, 1] - t_minus[1, 1]) < 1e-9
assert abs(retardance(flat, angle=theta) - retardance(flat, angle=-theta)) < 1e-7

q_found = -np.angle(t_ratio) / (2 * k0 * d * np.sin(theta))
tilt_found = np.arctan(q_found * n_o**2 / (n_fit**2 - n_o**2))
kappa = (1 / n_o**2 - 1 / n_fit**2) / np.cos(tilt_found)**2
ne_found = (1 / n_o**2 - kappa) ** -0.5
assert abs(tilt_found - tilt) < 1e-6 and abs(ne_found - n_e) < 1e-6

# ---------- sizes of neglected effects ----------
simple_ret = d * (n_app - n_o)
misalign = retardance(film, angle=np.radians(1.0)) - ret_normal
slices = 40
tilts = np.radians(20 + 20 * (np.arange(slices) + 0.5) / slices)
splayed = [(uniaxial(n_o, n_e, b), d / slices) for b in tilts]
splay_shift = retardance(splayed) - ret_normal
band = np.linspace(545.0, 555.0, 41)
phases = np.array([2 * np.pi * retardance(film, lam) / lam for lam in band])
depolarized = 1 - abs(np.mean(np.exp(1j * phases)))
drift_per_K, warming = 1e-3, 5.0
n_e_warm = n_o + (n_e - n_o) * (1 - drift_per_K * warming)
thermal = retardance([(uniaxial(n_o, n_e_warm, tilt), d)]) - ret_normal
thicker = retardance([(eps, 1.01 * d)]) - ret_normal
photon = constants.h * constants.c / (wavelength * 1e-9) / constants.e

# ---------- printed numbers ----------
dn, dn_app = n_e - n_o, n_app - n_o
print(f"n_o, n_e, glass index: {n_o:.2f}, {n_e:.2f}, {n_glass:.2f}")
print(f"tilt out of plane: {np.degrees(tilt):.1f} deg")
print(f"wavelength: {wavelength:.0f} nm; photon energy: {photon:.3f} eV")
print(f"film thickness: {d:.0f} nm")
print(f"eps_xx, eps_xz, eps_zz: {eps[0,0]:.5f}, {eps[0,2]:.5f}, {eps[2,2]:.5f}")
print(f"Schur correction eps_xz^2/eps_zz: {eps[0,2]**2/eps[2,2]:.5f}")
print(f"eps_eff,xx: {schur(eps)[0,0]:.5f}; eps_eff,yy: {schur(eps)[1,1]:.5f}")
print(f"index from eps_xx alone (wrong): {np.sqrt(eps[0,0]):.5f}")
print(f"apparent extraordinary index n_app: {n_app:.5f}")
print(f"true birefringence: {dn:.5f}; apparent: {dn_app:.5f}")
print(f"apparent/true: {dn_app/dn:.4f}; cos^2(tilt): {np.cos(tilt)**2:.4f}")
second = np.cos(tilt)**2 * (1 - 1.5 * dn / n_o * np.sin(tilt)**2)
print(f"apparent/true from expansion: {second:.4f}")
print(f"E_z/E_x inside film: {ez_over_ex:.5f}; q: {q:.5f}")
print(f"largest amplitude gap, random two-layer stacks: {worst_general:.1e}")
print(f"amplitude gap to untilted double, normal: {gap_normal:.1e}")
print(f"amplitude gap to untilted double, 30 deg: {gap_oblique:.3f}")
for degrees, value in family:
    print(f"same normal data: tilt {degrees} deg with n_e = {value:.5f}")
print(f"biaxial principal indices: {principal}")
print(f"biaxial in-plane birefringence, untilted: {biax_flat:.4f}")
print(f"biaxial in-plane birefringence, 40 deg tilt: {biax_tilt:.4f}")
print(f"retardance d*(n_app-n_o): {simple_ret:.2f} nm")
print(f"retardance with true n_e, no tilt, d*(n_e-n_o): {d*dn:.2f} nm")
print(f"retardance with interface reflections: {ret_normal:.2f} nm")
for a in (-30, 30):
    r1 = retardance(film, angle=np.radians(a))
    r2 = retardance(flat, angle=np.radians(a))
    print(f"retardance at {a:+d} deg: tilted {r1:.2f} nm, double {r2:.2f} nm")
print(f"phase of t_pp(+30)/t_pp(-30): {np.angle(t_ratio):.5f} rad")
print(f"same phase from formula: {phase_formula:.5f} rad")
print(f"blind in-plane fit of n_e: {n_fit:.5f}")
print(f"recovered tilt: {np.degrees(tilt_found):.4f} deg; n_e: {ne_found:.5f}")
print(f"neglected: reflections shift {ret_normal-simple_ret:+.2f} nm")
print(f"neglected: 1 deg misalignment {misalign:+.2f} nm")
print(f"neglected: tilt running 20 to 40 deg {splay_shift:+.2f} nm")
print(f"neglected: 10 nm bandwidth, lost coherence {depolarized:.1e}")
print(f"assumed birefringence loss: {100*drift_per_K:.1f} %/K over {warming:.0f} K")
print(f"neglected: that thermal drift {thermal:+.2f} nm")
print(f"neglected: 1 % thickness error {thicker:+.2f} nm")
print(f"neglected: beam walk-off in film {q*d:.1f} nm")
print("all assertions hold")
```

Printed output:

```
n_o, n_e, glass index: 1.50, 1.65, 1.50
tilt out of plane: 30.0 deg
wavelength: 550 nm; photon energy: 2.254 eV
film thickness: 1000 nm
eps_xx, eps_xz, eps_zz: 2.60437, 0.20460, 2.36813
Schur correction eps_xz^2/eps_zz: 0.01768
eps_eff,xx: 2.58670; eps_eff,yy: 2.25000
index from eps_xx alone (wrong): 1.61381
apparent extraordinary index n_app: 1.60832
true birefringence: 0.15000; apparent: 0.10832
apparent/true: 0.7221; cos^2(tilt): 0.7500
apparent/true from expansion: 0.7219
E_z/E_x inside film: -0.08640; q: 0.08640
largest amplitude gap, random two-layer stacks: 9.9e-15
amplitude gap to untilted double, normal: 3.5e-15
amplitude gap to untilted double, 30 deg: 0.288
same normal data: tilt 0 deg with n_e = 1.60832
same normal data: tilt 15 deg with n_e = 1.61703
same normal data: tilt 30 deg with n_e = 1.65000
same normal data: tilt 45 deg with n_e = 1.74410
biaxial principal indices: [1.5  1.55 1.7 ]
biaxial in-plane birefringence, untilted: 0.0500
biaxial in-plane birefringence, 40 deg tilt: 0.1070
retardance d*(n_app-n_o): 108.32 nm
retardance with true n_e, no tilt, d*(n_e-n_o): 150.00 nm
retardance with interface reflections: 107.74 nm
retardance at -30 deg: tilted 149.94 nm, double 102.08 nm
retardance at +30 deg: tilted 63.54 nm, double 102.08 nm
phase of t_pp(+30)/t_pp(-30): -0.98700 rad
same phase from formula: -0.98700 rad
blind in-plane fit of n_e: 1.60832
recovered tilt: 30.0000 deg; n_e: 1.65000
neglected: reflections shift -0.58 nm
neglected: 1 deg misalignment -1.51 nm
neglected: tilt running 20 to 40 deg -0.51 nm
neglected: 10 nm bandwidth, lost coherence 2.9e-05
assumed birefringence loss: 0.1 %/K over 5 K
neglected: that thermal drift -0.52 nm
neglected: 1 % thickness error +1.27 nm
neglected: beam walk-off in film 86.4 nm
all assertions hold
```
